# Why finite dimer lifetimes blur the critical size in island histograms

**Question.** Atoms are deposited on a flat crystal surface, diffuse, meet and form islands. The island sizes, divided by their mean, are collected in a histogram and compared with the curves for critical size one, where a pair of atoms is already stable, and critical size two, where three atoms are needed. The histogram falls between the two. How can this happen when a cluster contains a whole number of atoms, and what does such a histogram say about the critical size?

**Answer.**

## Two clocks for a dimer

The critical size $i$ is the size of the largest cluster that must still gain an atom to become stable. For $i=1$ a dimer never breaks. For $i=2$ dimers break and re-form so often that they are in balance with the single atoms, the monomers, and a trimer is the smallest stable island. Both are limits. A real dimer has a finite lifetime, and its fate depends on whether a third atom arrives within it.

Let $K$ be the dissociation rate of a dimer, so that its lifetime is $1/K$. Let $F$ be the flux in atoms per site and second, and $N$ the number of islands per site, counting those of three or more atoms. If nearly all deposited atoms end on islands, each island receives $F/N$ atoms per second and waits a time $N/F$ for the next one. A dimer that captures atoms as well as an island does waits equally long. The ratio of this wait to the lifetime is

$$x=\frac{KN}{F}.$$

For $x\ll1$ nearly every dimer becomes a trimer; for $x\gg1$ nearly every dimer breaks first. Nothing forces $x$ to be very small or very large.

## The nucleation rate

The following model makes this quantitative. Monomers hop at rate $h$. Dimers and islands are immobile. Monomers, dimers and islands all capture monomers with the same constant capture number $\sigma$, a dimensionless measure of how efficiently diffusing atoms are caught. Landing directly on an island is neglected, and trimers never break. Here $K$ means the net rate at which dimers separate for good; if the two atoms often meet again at once, it is smaller than the bare bond-breaking rate.

With $n_1$ monomers and $n_2$ dimers per site, the balances are

$$\dot n_2=\sigma h n_1^2-\sigma h n_1n_2-Kn_2,$$

$$\dot n_1=F-2\sigma h n_1^2-\sigma h n_1n_2-\sigma h n_1N+2Kn_2.$$

The factors of two appear because forming a dimer uses two monomers and breaking one returns two. After a short initial period both densities change slowly compared with their gain and loss terms, so the left sides may be set to zero. The first balance gives

$$n_2=\frac{\sigma h n_1^2}{\sigma h n_1+K}=p\,n_1,\qquad p=\frac{\sigma h n_1}{\sigma h n_1+K}.$$

Here $p$ is the probability that a dimer captures an atom before it breaks. Trimers therefore form at the rate

$$J=\sigma h n_1n_2=\sigma h n_1^2\,p=\frac{(\sigma h)^2n_1^3}{\sigma h n_1+K}.$$

Sharp critical sizes correspond to $J\propto n_1^{i+1}$. The local exponent of the actual rate is

$$\frac{d\ln J}{d\ln n_1}=3-\frac{\sigma h n_1}{\sigma h n_1+K}=3-p.$$

Setting this equal to $i_{\rm now}+1$ defines an instantaneous effective critical size,

$$i_{\rm now}=2-p.$$

No cluster has a fractional number of atoms. The fraction says that some dimers survive and others do not.

To express $p$ through $x$, use the monomer balance. The dimer balance gives $-2\sigma h n_1^2+2Kn_2=-2\sigma h n_1n_2$, and inserting this leaves

$$F=\sigma h n_1(N+3n_2).$$

Since $n_2\le n_1$, the second term is negligible once $n_1\ll N$. Then $\sigma h n_1=F/N$, as the waiting-time argument assumed, and

$$p=\frac{1}{1+x},\qquad i_{\rm now}=1+\frac{x}{1+x}.$$

## From nucleation history to island sizes

A histogram records all past nucleation, not the present rate alone. Inserting $n_1=F/(\sigma hN)$ into $dN/dt=J$ gives

$$\frac{dN}{dt}=\frac{F^2}{\sigma h N^2}\,\frac{1}{1+KN/F}.$$

Separate the variables and integrate from $N=0$, with coverage $\theta=Ft$:

$$\frac{N^3}{3}+\frac{KN^4}{4F}=\frac{F\theta}{\sigma h}.$$

The first term is proportional to the time needed to reach density $N$ if no dimer broke. The second is the extra time caused by broken dimers. Its share of the total is

$$w=\frac{x/4}{1/3+x/4}=\frac{3x}{4+3x}.$$

Now follow an island born when the density was $qN$, with $0<q<1$. A fraction $q$ of today's islands is older. Every island grows at the same rate in this model, so the older ones are also larger, and $q$ is the island's rank counted from the largest. Its size obeys $ds/dt=\sigma h n_1=F/N'$, where $N'$ is the density at that earlier time. Using $N'$ as the clock,

$$ds=\frac{F}{N'}\frac{dt}{dN'}\,dN'=\frac{\sigma h}{F}N'\left(1+\frac{KN'}{F}\right)dN'.$$

Integration from $qN$ to $N$, with the few atoms present at birth neglected, gives

$$s=\frac{\sigma hN^2}{F}\left[\frac{1-q^2}{2}+\frac{x(1-q^3)}{3}\right].$$

The mean size is $S=\theta/N$, because monomers and dimers hold little of the deposit. From the density equation,

$$S=\frac{\sigma hN^2}{F}\left(\frac13+\frac{x}{4}\right).$$

Dividing, the prefactor cancels. With $u=s/S$,

$$u(q)=(1-w)\,\frac32(1-q^2)+w\,\frac43(1-q^3).$$

The first function is the critical-size-one result, reached for $x\to0$; the second is the critical-size-two result, reached for $x\to\infty$. At equal rank, the scaled size is a weighted average of the two, and the weight is the share of deposition time lost to broken dimers. This is the precise sense in which the distribution lies between the limits.

The formula neglects the start of deposition and the discreteness of atoms. To see what this costs, the rate equations for monomers, dimers and every larger size were integrated numerically at $\theta=0.1$ and $\sigma h/F=10^{11}$. For $x=0$, 1 and 8 the mean sizes were 695, 837 and 1328 atoms. At ranks 0.3, 0.5, 0.7 and 0.9 the scaled sizes differed from the formula by at most 0.008 of the mean size. With $\sigma h/F=10^9$ and $x=1$ the mean size was 182 atoms and the largest difference at these ranks 0.025. The formula is less accurate for the very largest islands: at rank 0.01, with $\sigma h/F=10^{11}$ and $x=1$, it is too small by 0.06.

## Why the histogram heights need not lie between

A histogram shows a density in $u$, not a size at given rank. The scaled density is $f(u)=|dq/du|$, so

$$f=\frac{1}{3(1-w)q+4wq^2}.$$

At $u=0$, where $q=1$, it equals $1/(3+w)$ and lies between $1/3$ and $1/4$. The largest scaled size, at $q=0$, is $3/2-w/6$, which lies between $3/2$ and $4/3$. For finite $x$ the density grows without limit as this edge is approached, although its area remains one. Just below its own edge it therefore exceeds the critical-size-one density, which is still finite there, and the critical-size-two density, which has already ended. The heights are not ordered at every $u$, even though the ranked sizes are.

The divergent edge belongs to the idealization that islands born together stay equal. Random arrival of atoms rounds it, and so do differences between the surroundings of islands.

## What a fitted critical size means

Suppose the distribution is fitted by a curve with one adjustable index $i$. For $J\propto n_1^{i+1}$ and $n_1\propto1/N$, time advances as $dt\propto N^{i+1}dN$ and size as $ds\propto dt/N\propto N^i dN$. The ranked size is thus proportional to $1-q^{i+1}$. The mean of this function over $q$ is $(i+1)/(i+2)$, so

$$u_i(q)=\frac{i+2}{i+1}\left(1-q^{i+1}\right).$$

Its second moment is

$$\left(\frac{i+2}{i+1}\right)^2\left[1-\frac{2}{i+2}+\frac{1}{2i+3}\right]=\frac{2(i+2)}{2i+3},$$

and subtracting the squared mean, which is one, leaves the variance $1/(2i+3)$: $1/5$ for $i=1$ and $1/7$ for $i=2$.

For the mixed distribution the covariance of the two limiting functions is also needed:

$$2\int_0^1(1-q^2)(1-q^3)\,dq-1=2\left(1-\frac13-\frac14+\frac16\right)-1=\frac16.$$

It enters with the factor $2w(1-w)$, so

$$V=\frac{(1-w)^2}{5}+\frac{w(1-w)}{3}+\frac{w^2}{7}.$$

Equating $V$ to $1/(2i+3)$ defines the apparent critical size

$$i_{\rm app}=\frac12\left(\frac1V-3\right).$$

It moves continuously from one to two. It differs in general from $i_{\rm now}$, because the histogram retains islands formed earlier, when $N$ and hence $x$ were smaller.

## A cold metal surface

Consider metal-on-metal molecular-beam epitaxy on a close-packed fcc(111) face. This geometry suits the model because each atom of a compact trimer has two bonds, whereas a dimer is held by one. The parameters are round values for the regime of weakly bound dimers on a cold substrate, not data for a particular metal: hopping barrier 0.17 eV, bond energy 0.18 eV, attempt rate $10^{13}\ {\rm s^{-1}}$, flux 0.01 monolayer per second, coverage 0.05 monolayer, $\sigma=0.5$, atom spacing 0.28 nm and temperature 150 K.

The hop rate is $10^{13}e^{-0.17\,{\rm eV}/k_BT}=1.94\times10^7\ {\rm s^{-1}}$. Breaking a dimer costs the sum of barrier and bond, 0.35 eV, which gives $K=17.4\ {\rm s^{-1}}$ and a lifetime of 57.5 ms. This is the bare breaking rate, whereas the model needs the net rate. On a triangular lattice at this temperature only about one separation in six is final; in the others the two atoms soon meet again. For exactly the energies above, $x$ would therefore be about 0.15 and the apparent index defined above about 1.09. A bond weaker by about 0.02 eV brings the net rate back to $17.4\ {\rm s^{-1}}$, and the numbers below should be read as the result for that net rate. Solving the density equation numerically gives $N=4.59\times10^{-4}$ per site, or $6.8\times10^{11}\ {\rm cm^{-2}}$. The wait for an atom is $N/F=45.9$ ms, so

$$x=\frac{45.9}{57.5}=0.80,\qquad p=\frac{1}{1.80}=0.56,\qquad i_{\rm now}=1.44.$$

The weight is $w=0.375$, and the variance is

$$V=\frac{0.625^2}{5}+\frac{0.375\times0.625}{3}+\frac{0.375^2}{7}=0.176.$$

Hence $i_{\rm app}=1.34$. The largest difference in ranked size from the pure curve with this index is 0.009 of the mean size, against 0.062 for $i=1$ and 0.104 for $i=2$. A non-integer fit describes the shape well without any cluster of non-integer size.

The crossing of densities is visible here too. At rank $q=0.05$, where $u=1.435$, the density is 10.2; the critical-size-one curve has 1.6 and the critical-size-two curve has zero.

With all other inputs fixed, the temperature changes the result as follows.

| $T$ (K) | $x$ | $i_{\rm now}$ | $i_{\rm app}$ |
|---|---|---|---|
| 120 | 0.003 | 1.00 | 1.00 |
| 135 | 0.07 | 1.07 | 1.04 |
| 150 | 0.80 | 1.44 | 1.34 |
| 165 | 4.5 | 1.82 | 1.74 |
| 180 | 17 | 1.94 | 1.92 |

The apparent index rises from 1.1 to 1.9 between about 140 and 178 K. The crossover is a range of nearly 40 K, not a sharp temperature. The table uses the bare breaking rate for the stated energies; if only one separation in six is final throughout, the lower end of this range moves up by about 11 K and the upper end by about 18 K.

## How firmly the number can be read

The result is sensitive to the bond energy. Lowering it by 0.02 eV changes $i_{\rm app}$ to 1.65; raising it by the same amount gives 1.11. Doubling the capture number gives 1.29.

The finite mean size, 109 atoms, matters as well. Integrating all rate equations for the example gives a variance of 0.180 and an apparent index of 1.27. Random growth adds about $1/S$ to the variance; subtracting it gives 1.42 rather than 1.34. Other corrections, such as the three atoms present at birth and the initial transient, are therefore also at work; their shares were not separated.

Sampling adds a further uncertainty. A square image 200 nm wide would contain about 270 islands. Drawing that number repeatedly from the ideal distribution gives a standard deviation of 0.32 in $i_{\rm app}$. The pure distributions scatter by 0.27 for $i=1$ and 0.44 for $i=2$. A true critical size one gives 1.34 or more in about 13% of such images, and a true critical size two gives 1.34 or less in about 3%. One such image cannot tell the intermediate case from critical size one.

For a real surface of this kind, several neglected processes can be sized. For the stated bond energy, the breakup rate of a compact trimer, with two bonds to break (a chain of three, whose end atoms have one bond, is assumed to fold up first), is only about $7\times10^{-7}$ of the capture rate. If dimers move over an assumed barrier of 0.30 eV, about 0.5% of them are lost to islands. The loss rises steeply as the barrier falls, to about 5% at 0.27 eV, 19% at 0.25 eV and 70% at 0.22 eV, so the model applies only where the dimer barrier lies well above that of the monomer; mobile dimers would invalidate it. Direct landing affects at most 5% of the flux for islands one layer high; its effect on $i_{\rm app}$ was not calculated. The assumption most plainly broken is that of equal capture numbers, since a large island collects atoms more efficiently than a dimer, and an island with distant neighbours collects more than one in a crowded area.

## Does the effect survive spatial correlations?

A lattice simulation drops the constant capture numbers. Atoms land at random on a periodic triangular lattice of $700\times700$ sites and hop with $h/F=10^5$. Each island occupies one site, and a broken dimer leaves two adjacent monomers. One run was made for each of three dissociation rates and stopped at a mean size of 16 atoms, so that random growth noise would be similar. The coverages at the stop therefore differ: 0.305, 0.228 and 0.116 monolayer.

| $K/F$ | $KN/F$ | variance of $u$ | smallest fifth | largest fifth |
|---|---|---|---|---|
| 0 | 0 | $0.216\pm0.003$ | 0.360 | 1.668 |
| 100 | 1.4 | $0.200\pm0.003$ | 0.378 | 1.633 |
| 2000 | 14 | $0.184\pm0.004$ | 0.400 | 1.605 |

The last two columns give the mean $u$ in the smallest and largest fifths of the islands; the errors are standard errors for independent islands. Here $K$ is the bare breaking rate. About three broken dimers in ten re-form from the same pair, so the net values of $KN/F$ are about 1.0 and 10, and the counts of dimers formed quoted below include these re-formations; without them the trimer shares are about 0.59 and 0.15. The middle run lies between the others in all three measures. In the third run trimers numbered 10% of the dimers formed, so it approaches the critical-size-two limit without reaching it.

A cruder measure appears unordered. The shares of islands with $0.75<u<1.25$ are 0.336, 0.394 and 0.372. At a mean of 16 these boundaries fall on the whole sizes 12 and 20, so a minute change of the mean can admit or exclude a whole size class. One class holds about 0.045 of the islands, comparable to the differences between the runs. Counted over the fixed sizes 13 to 19, runs on $540\times540$ sites give 0.33, 0.37 and 0.38, each $\pm0.01$: the disorder disappears, although the last two agree within their errors.

The simulation also warns against using the constant-capture formula as a calibration. Inserting the three variances into $i_{\rm app}=(1/V-3)/2$ gives 0.81, 1.00 and 1.22. The middle run, in which only about half as many trimers as dimers formed, would be assigned critical size one. Spatial correlations and the small mean size can both contribute to this shift; their shares were not separated. An integer from a fit is thus no proof that dimers are stable.

## What can separate the cases

A change of flux supplies information that a single histogram lacks. Keep temperature and coverage fixed. For small $x$ the density equation gives $N\propto F^{1/3}$, hence $x=KN/F\propto F^{-2/3}$. For large $x$ it gives $N^4\propto F^2$, so $N\propto F^{1/2}$ and $x\propto F^{-1/2}$. In both limits a lower flux gives dimers more time to break and moves the shape towards critical size two. Within this model, a systematic drift with flux indicates a finite dimer lifetime, provided that the mean size remains large enough for growth noise not to imitate it.

Coverage has a similar effect: at fixed $K$ and $F$, $N$ and therefore $x$ increase during deposition. The intermediate form is not a permanent scaling function. It may look stationary over a limited range because $N$ changes slowly, but the quantity it reflects is the competition between dimer lifetime and capture, not an integer property of the surface.
